**Spin contamination through first order in UMP theory**

The program tests \(\langle S^2\rangle_{(1)}=M(M+1)+\delta_0-2\sum t_{i\bar j}^{a\bar b}O_{i\bar b}O_{a\bar j}\) for real UHF orbitals. Here \(M\) is the spin projection, \(\delta_0\) the UHF contamination, \(O\) the overlap between \(\alpha\) and \(\beta\) spatial orbitals, and \(t\) the opposite-spin first-order amplitudes. For six H\(_2\) and H\(_3\) cases it builds \(H\) and \(S^2\) over all determinants and asserts that the formula agrees with a numerical derivative of the normalized expectation value. It also asserts that singles vanish at first order, that same-spin doubles do not contribute, and that the full CI singles and doubles parts cancel \(\delta_0\). For minimal-basis H\(_2\) it asserts the closed form of the integral and the loss of the correction as the bond stretches. The output shows the fraction of contamination removed in H\(_2\) falling from 6.4% at 3 bohr to 0.02% at 6 bohr. In the doublets the fraction ranges from 3.5% for stretched H\(_3\) to 50% for compact H\(_3\), with 21% for CN. CN is evaluated with the formula alone, without a determinant-space comparison.

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

## Verification by program

```python
"""Spin contamination of unrestricted Moller-Plesset theory to first order.

Result under test (real orbitals, hbar = 1, M = (Na - Nb)/2):
  <S^2>_(1) = M(M+1) + delta0 - 2 sum t[i,a,j,b] O[i,b] O[a,j]
  delta0 = Nb - sum over occupied pairs of O[i,j]^2
  t = (ia|jb) / (e_i + e_j - e_a - e_b)
i, a: occupied, virtual alpha orbitals; j, b: occupied, virtual beta orbitals;
O: overlap between alpha and beta spatial orbitals.
Bound: |change| <= 2 |t| sqrt(delta0 (delta0 + 2M)), |t| = norm of t.
The independent road builds H and S^2 as matrices over all determinants.
"""
from itertools import combinations
import numpy as np
from pyscf import gto, scf


def run_uhf(atoms, basis, spin, guess_spins=None):
    """Converge UHF and follow internal instabilities to a stable solution."""
    mol = gto.M(atom=atoms, basis=basis, spin=spin, unit="Bohr", verbose=0)
    mf = scf.UHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 300
    dm = None
    if guess_spins is not None:
        dm = np.zeros((2, mol.nao, mol.nao))
        for atom, s in enumerate(guess_spins):
            p = mol.aoslice_by_atom()[atom, 2]
            dm[s, p, p] = 1.0
    mf.kernel(dm)
    for _ in range(6):
        old_energy = mf.e_tot
        mo = mf.stability()[0]
        mf.kernel(mf.make_rdm1(mo, mf.mo_occ))
        if old_energy - mf.e_tot < 1e-8:
            break
    else:
        raise RuntimeError("no stable UHF solution found")
    assert mf.converged
    return mf


def formula_side(mf):
    """Evaluate the derived formulas from orbitals and integrals."""
    mol = mf.mol
    na, nb = mol.nelec
    ca, cb = mf.mo_coeff
    ea, eb = mf.mo_energy
    overlap = ca.T @ mol.intor("int1e_ovlp") @ cb
    eri = mol.intor("int2e")
    iajb = np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, ca[:, :na], ca[:, na:],
                     cb[:, :nb], cb[:, nb:], optimize=True)
    gap = (ea[None, na:, None, None] + eb[None, None, None, nb:]
           - ea[:na, None, None, None] - eb[None, None, :nb, None])
    t = -iajb / gap
    m = (na - nb) / 2
    delta0 = nb - np.sum(overlap[:na, :nb]**2)
    change = -2 * np.einsum("iajb,ib,aj->", t, overlap[:na, nb:],
                            overlap[na:, :nb])
    norm_t = np.linalg.norm(t)
    bound = 2 * norm_t * np.sqrt(delta0 * (delta0 + 2 * m))
    assert abs(mf.spin_square()[0] - m * (m + 1) - delta0) < 1e-8
    assert abs(change) <= bound + 1e-10
    return dict(m=m, delta0=delta0, change=change, norm_t=norm_t, bound=bound,
                overlap=overlap, iajb=iajb, gap=gap, t=t)


def act(det, operators):
    """Apply (orbital, is_creator) operators in order to a bit string."""
    sign = 1
    for p, is_creator in operators:
        if bool(det >> p & 1) == is_creator:
            return 0, 0
        if bin(det & ((1 << p) - 1)).count("1") % 2:
            sign = -sign
        det ^= 1 << p
    return sign, det


def sector(n, na, nb):
    """All determinants with na alpha (bits 0..n-1) and nb beta electrons."""
    return [sum(1 << p for p in a) + sum(1 << (n + q) for q in b)
            for a in combinations(range(n), na)
            for b in combinations(range(n), nb)]


def determinant_side(mf, overlap):
    """Build H and S^2 explicitly and obtain the first-order function."""
    mol = mf.mol
    na, nb = mol.nelec
    n = mol.nao
    c = np.hstack(mf.mo_coeff)
    spin = np.repeat([0, 1], n)
    same = (spin[:, None] == spin[None, :]).astype(float)
    h = (c.T @ mf.get_hcore() @ c) * same
    chem = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                     c, c, c, c, optimize=True)
    chem *= same[:, :, None, None] * same[None, None, :, :]
    phys = chem.transpose(0, 2, 1, 3)
    anti = phys - phys.transpose(0, 1, 3, 2)

    dets = sector(n, na, nb)
    index = {d: k for k, d in enumerate(dets)}
    ham = np.zeros((len(dets), len(dets)))
    pairs = list(combinations(range(2 * n), 2))
    for k, det in enumerate(dets):
        occ = [p for p in range(2 * n) if det >> p & 1]
        for r in occ:
            for p in range(2 * n):
                if spin[p] == spin[r]:
                    sign, new = act(det, [(r, False), (p, True)])
                    if sign:
                        ham[index[new], k] += sign * h[p, r]
        for r, s in combinations(occ, 2):
            for p, q in pairs:
                if spin[p] + spin[q] != spin[r] + spin[s]:
                    continue
                sign, new = act(det, [(r, False), (s, False),
                                      (q, True), (p, True)])
                if sign:
                    ham[index[new], k] += sign * anti[p, q, r, s]
    assert np.allclose(ham, ham.T, atol=1e-10)

    raised = {d: k for k, d in enumerate(sector(n, na + 1, nb - 1))}
    s_plus = np.zeros((len(raised), len(dets)))
    for k, det in enumerate(dets):
        for q in range(n):
            for p in range(n):
                sign, new = act(det, [(n + q, False), (p, True)])
                if sign:
                    s_plus[raised[new], k] += sign * overlap[p, q]
    m = (na - nb) / 2
    s2 = s_plus.T @ s_plus + m * (m + 1) * np.eye(len(dets))

    ref_det = ((1 << na) - 1) + (((1 << nb) - 1) << n)
    ref = index[ref_det]
    assert abs(ham[ref, ref] + mol.energy_nuc() - mf.e_tot) < 1e-8
    energies = np.concatenate(mf.mo_energy)
    e_zero = np.array([sum(energies[p] for p in range(2 * n) if d >> p & 1)
                       for d in dets])
    psi1 = np.zeros(len(dets))
    others = np.arange(len(dets)) != ref
    psi1[others] = -ham[others, ref] / (e_zero[others] - e_zero[ref])
    rank = np.array([bin(d ^ ref_det).count("1") // 2 for d in dets])
    alpha_mask = (1 << n) - 1
    alpha_rank = np.array([bin((d ^ ref_det) & alpha_mask).count("1") // 2
                           for d in dets])
    return ham, s2, psi1, ref, rank, alpha_rank, index


def check_case(label, mf):
    """Compare both roads and report the full CI requirement."""
    f = formula_side(mf)
    ham, s2, psi1, ref, rank, alpha_rank, index = determinant_side(
        mf, f["overlap"])
    m, delta0 = f["m"], f["delta0"]
    pure = m * (m + 1)

    def expectation(scale):
        v = scale * psi1
        v[ref] = 1.0
        return v @ s2 @ v / (v @ v)

    step = 1e-4
    slope = (expectation(step) - expectation(-step)) / (2 * step)
    assert abs(expectation(0.0) - pure - delta0) < 1e-8
    assert abs(slope - f["change"]) < 1e-6
    assert np.max(np.abs(psi1[rank == 1])) < 1e-5
    mixed = (rank == 2) & (alpha_rank == 1)
    same_spin = (rank == 2) & (alpha_rank != 1)
    assert np.max(np.abs(s2[ref, same_spin]), initial=0.0) < 1e-10
    assert abs(np.sum(s2[ref, mixed]**2)
               - delta0 * (delta0 + 2 * m)) < 1e-8
    assert abs(np.linalg.norm(psi1[mixed]) - f["norm_t"]) < 1e-7

    ci = np.linalg.eigh(ham)[1][:, 0]
    assert abs(ci @ s2 @ ci - pure) < 1e-7
    ci = ci / ci[ref]
    singles = s2[ref, rank == 1] @ ci[rank == 1]
    doubles = s2[ref, rank == 2] @ ci[rank == 2]
    assert abs(delta0 + singles + doubles) < 1e-6

    report(label, f)
    print(f"  <S2> of normalized 0+1 function: {expectation(1.0):.5f} hbar^2")
    print(f"  <0|S2|Psi> parts, hbar^2: CI singles {singles:.5f},"
          f" CI doubles {doubles:.5f}, UMP doubles {f['change'] / 2:.5f}")
    f.update(ham=ham, ci=ci, ref=ref, index=index)
    return f


def report(label, f):
    pure = f["m"] * (f["m"] + 1)
    print(label)
    print(f"  <S2>, hbar^2: pure {pure:.2f}, UHF {pure + f['delta0']:.5f},"
          f" first order {pure + f['delta0'] + f['change']:.5f}")
    print(f"  removed {-100 * f['change'] / f['delta0']:.3f} %,"
          f" bound {100 * f['bound'] / f['delta0']:.3f} %,"
          f" norm of t {f['norm_t']:.5f}")


removed_fractions = []
for distance in (3.0, 4.0, 6.0):
    mf = run_uhf(f"H 0 0 0; H 0 0 {distance}", "sto-3g", 0, (0, 1))
    f = check_case(f"H2 STO-3G, R = {distance:.1f} bohr", mf)
    o = f["overlap"]
    phase = np.sign(o[0, 1] * o[1, 0])
    numerator = phase * f["iajb"][0, 0, 0, 0]
    amplitude = phase * f["t"][0, 0, 0, 0]
    # Symmetric orthogonalization gives one orbital on each atom.
    values, vectors = np.linalg.eigh(mf.mol.intor("int1e_ovlp"))
    local = vectors @ np.diag(values**-0.5) @ vectors.T
    g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mf.mol.intor("int2e"),
                  local, local, local, local, optimize=True)
    j_same, j_other, k_ab = g[0, 0, 0, 0], g[0, 0, 1, 1], g[0, 1, 0, 1]
    d2 = o[0, 0]**2
    assert abs(numerator + d2 * (j_same - j_other) / 2
               - (1 - d2) * k_ab) < 1e-7
    assert abs(abs(f["change"]) - f["bound"]) < 1e-8
    swapped = f["index"][(1 << 1) + (1 << 3)]
    true_gap = f["ham"][swapped, swapped] - f["ham"][f["ref"], f["ref"]]
    orbital_gap = f["gap"][0, 0, 0, 0]
    ci_amplitude = phase * f["ci"][swapped]
    removed_fractions.append(-f["change"] / f["delta0"])
    print(f"  d = {abs(o[0, 0]):.5f}; J_AA {j_same:.5f},"
          f" J_AB {j_other:.5f}, K_AB {k_ab:.6f} hartree")
    print(f"  (ia|jb) {numerator:.6f}, orbital gap {orbital_gap:.5f},"
          f" determinant gap {true_gap:.5f} hartree")
    print(f"  amplitude of the double: UMP {amplitude:.5f},"
          f" full CI {ci_amplitude:.5f}")

# The doubles lose their effect as the bond breaks, where they are needed most.
assert removed_fractions[0] > removed_fractions[1] > removed_fractions[2]
assert abs(removed_fractions[2]) < 0.02
assert abs(true_gap) < 0.1 * orbital_gap
assert ci_amplitude > 10 * abs(amplitude)

check_case("H2 6-31G, R = 4.0 bohr",
           run_uhf("H 0 0 0; H 0 0 4.0", "6-31g", 0, (0, 1)))
for spacing in (2.0, 4.0):
    chain = f"H 0 0 0; H 0 0 {spacing}; H 0 0 {2 * spacing}"
    check_case(f"Linear H3 6-31G, spacing {spacing:.1f} bohr",
               run_uhf(chain, "6-31g", 1, (0, 1, 0)))

cn = run_uhf("C 0 0 0; N 0 0 2.2", "6-31g", 1)
report("CN radical 6-31G, R = 2.2 bohr", formula_side(cn))
print(f"  UHF energy {cn.e_tot:.6f} hartree")

print("all assertions hold")
```

It prints:

```
H2 STO-3G, R = 3.0 bohr
  <S2>, hbar^2: pure 0.00, UHF 0.77424, first order 0.72467
  removed 6.402 %, bound 6.402 %, norm of t 0.03201
  <S2> of normalized 0+1 function: 0.72472 hbar^2
  <0|S2|Psi> parts, hbar^2: CI singles -0.24921, CI doubles -0.52503, UMP doubles -0.02478
  d = 0.47514; J_AA 0.78988, J_AB 0.31964, K_AB 0.003535 hartree
  (ia|jb) -0.050343, orbital gap 1.57269, determinant gap 0.21551 hartree
  amplitude of the double: UMP 0.03201, full CI 0.67812
H2 STO-3G, R = 4.0 bohr
  <S2>, hbar^2: pure 0.00, UHF 0.96399, first order 0.95344
  removed 1.095 %, bound 1.095 %, norm of t 0.00548
  <S2> of normalized 0+1 function: 0.95344 hbar^2
  <0|S2|Psi> parts, hbar^2: CI singles -0.06507, CI doubles -0.89892, UMP doubles -0.00528
  d = 0.18976; J_AA 0.77829, J_AB 0.24803, K_AB 0.001075 hartree
  (ia|jb) -0.008511, orbital gap 1.55443, determinant gap 0.03834 hartree
  amplitude of the double: UMP 0.00548, full CI 0.93250
H2 STO-3G, R = 6.0 bohr
  <S2>, hbar^2: pure 0.00, UHF 0.99930, first order 0.99907
  removed 0.023 %, bound 0.023 %, norm of t 0.00011
  <S2> of normalized 0+1 function: 0.99907 hbar^2
  <0|S2|Psi> parts, hbar^2: CI singles -0.00140, CI doubles -0.99789, UMP doubles -0.00011
  d = 0.02651; J_AA 0.77469, J_AB 0.16666, K_AB 0.000039 hartree
  (ia|jb) -0.000175, orbital gap 1.54931, determinant gap 0.00085 hartree
  amplitude of the double: UMP 0.00011, full CI 0.99860
H2 6-31G, R = 4.0 bohr
  <S2>, hbar^2: pure 0.00, UHF 0.93336, first order 0.91719
  removed 1.732 %, bound 2.882 %, norm of t 0.01441
  <S2> of normalized 0+1 function: 0.91719 hbar^2
  <0|S2|Psi> parts, hbar^2: CI singles -0.11558, CI doubles -0.81778, UMP doubles -0.00808
Linear H3 6-31G, spacing 2.0 bohr
  <S2>, hbar^2: pure 0.75, UHF 0.81902, first order 0.78451
  removed 49.990 %, bound 68.876 %, norm of t 0.08750
  <S2> of normalized 0+1 function: 0.78893 hbar^2
  <0|S2|Psi> parts, hbar^2: CI singles -0.02411, CI doubles -0.04490, UMP doubles -0.01725
Linear H3 6-31G, spacing 4.0 bohr
  <S2>, hbar^2: pure 0.75, UHF 1.62029, first order 1.59004
  removed 3.476 %, bound 6.091 %, norm of t 0.02078
  <S2> of normalized 0+1 function: 1.59015 hbar^2
  <0|S2|Psi> parts, hbar^2: CI singles -0.10560, CI doubles -0.76469, UMP doubles -0.01513
CN radical 6-31G, R = 2.2 bohr
  <S2>, hbar^2: pure 0.75, UHF 1.23224, first order 1.13305
  removed 20.569 %, bound 74.787 %, norm of t 0.21329
  UHF energy -92.162045 hartree
all assertions hold
```
